# Small-signal ac analysis of a long-base diode from drift-diffusion equations: verification in Python

```python
"""Small-signal admittance of a p-n diode from linearized drift-diffusion.

Result under test: a diode with long neutral regions and equal lifetimes tau has
  Yj = G0*sqrt(1 + i*omega*tau) + i*omega*CT,   Y = Yj/(1 + Rs*Yj)
Y  : terminal admittance per area, time factor exp(+i*omega*t)
G0 : low-frequency diffusion conductance, CT : transition capacitance
Rs : series resistance of the neutral regions (majority carriers)
The p side is x < 0, the n side x > 0; the voltage is applied to the p contact.
Internal units: cm, s, V, A, cm^-3; potential psi in units of VT = kT/q.
Unknowns: psi, n, p; derivatives are taken with respect to psi, ln n, ln p.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.special import lambertw
from scipy import constants as const

q = const.e
T = 300.0
VT = const.k * T / q
EPS = 11.7 * const.epsilon_0 * 1e-2          # F/cm, rough silicon value
NI, NA, ND = 1e10, 1e18, 1e17                # cm^-3
MUN, MUP, TAU = 800.0, 320.0, 1e-6           # cm2/Vs, cm2/Vs, s
DN, DP = MUN * VT, MUP * VT
LN, LP = np.sqrt(DN * TAU), np.sqrt(DP * TAU)
LAM = EPS * VT / q
V0 = 0.65                                    # operating bias, V


def bern(x):
    """Bernoulli function x/(exp(x)-1), also for complex x."""
    small = np.abs(x) < 1e-2
    safe = np.where(small, 1.0, x)
    return np.where(small, 1 - x / 2 + x**2 / 12 - x**4 / 720,
                    safe / np.expm1(safe))


def dbern(x):
    """Derivative of the Bernoulli function."""
    small = np.abs(x) < 1e-2
    safe = np.where(small, 1.0, x)
    b = bern(safe)
    return np.where(small, -0.5 + x / 6 - x**3 / 180,
                    b / safe * (1 - safe - b))


def graded(length, first=1e-7, ratio=1.05):
    """Node distances from the junction, growing geometrically."""
    count = int(np.ceil(np.log(1 + length * (ratio - 1) / first)
                        / np.log(ratio)))
    x = np.cumsum(first * ratio ** np.arange(count))
    return x * length / x[-1]


def block_solve(blocks, rhs):
    """Solve the block-tridiagonal system after row scaling."""
    lower, diag, upper = blocks
    m = rhs.shape[1]
    scale = np.maximum(np.maximum(np.abs(lower).max(axis=1),
                                  np.abs(diag).max(axis=1)),
                       np.abs(upper).max(axis=1))
    band = np.zeros((11, 3 * m), dtype=diag.dtype)
    for a in range(3):
        for b in range(3):
            band[5 + a - b + 3, b:3 * (m - 1):3] = (lower[a, b] / scale[a])[1:]
            band[5 + a - b, b::3] = diag[a, b] / scale[a]
            band[5 + a - b - 3, 3 + b::3] = (upper[a, b] / scale[a])[:-1]
    sol = solve_banded((5, 5), band, (rhs / scale).T.ravel())
    return sol.reshape(m, 3).T


class Diode:
    def __init__(self, width_p, width_n, refine=False, dead=0.0):
        x = np.concatenate((-graded(width_p)[::-1], [0.0], graded(width_n)))
        if refine:
            x = np.sort(np.concatenate((x, (x[1:] + x[:-1]) / 2)))
        self.x, self.h = x, np.diff(x)
        self.junction = int(np.argmin(np.abs(x)))
        h = self.h
        doping = np.where(x[1:] + x[:-1] > 0, ND, -NA)      # per mesh edge
        self.w = np.zeros(x.size)
        self.w[1:-1] = (h[1:] + h[:-1]) / 2
        self.fixed = np.zeros(x.size)
        self.fixed[1:-1] = (h[1:] * doping[1:] + h[:-1] * doping[:-1]) / 2
        # recombination can be switched off within 'dead' of the junction
        self.rate = np.where(np.abs(x) >= dead, 1 / TAU, 0.0)
        node = np.where(x > 0, ND, -NA)
        node[self.junction] = (ND - NA) / 2
        psi = np.arcsinh(node / (2 * NI))
        self.ends = psi[[0, -1]].copy()
        for _ in range(300):                                # equilibrium
            n, p = NI * np.exp(psi), NI * np.exp(-psi)
            res = np.zeros(x.size)
            res[1:-1] = np.diff(-LAM * np.diff(psi) / h)
            res -= self.w * (p - n) + self.fixed
            res[[0, -1]] = 0.0
            band = np.zeros((3, x.size))
            band[1] = self.w * (n + p)
            band[1, 1:-1] += LAM / h[1:] + LAM / h[:-1]
            band[1, [0, -1]] = 1.0
            band[0, 2:] = -LAM / h[1:]
            band[2, :-2] = -LAM / h[:-1]
            step = solve_banded((1, 1), band, -res)
            psi = psi + np.clip(step, -1, 1)
            if np.abs(step).max() < 1e-10:
                break
        else:
            raise RuntimeError("equilibrium did not converge")
        self.u = np.array([psi, NI * np.exp(psi), NI * np.exp(-psi)])
        self.v = 0.0

    def flux(self, u):
        """Edge values of eps*E/q, electron flux, hole flux."""
        psi, n, p = u
        d = np.diff(psi)
        a, b = bern(d), bern(-d)
        return np.array([-LAM * d / self.h,
                         DN / self.h * (n[:-1] * b - n[1:] * a),
                         DP / self.h * (p[:-1] * a - p[1:] * b)])

    def residual(self, u, v, s=0.0, history=None):
        psi, n, p = u
        res = np.zeros(u.shape, dtype=u.dtype)
        res[:, 1:-1] = np.diff(self.flux(u), axis=1)
        recomb = self.rate * (n * p - NI**2) / (n + p + 2 * NI)
        res[0] -= self.w * (p - n) + self.fixed
        res[1] += self.w * recomb
        res[2] += self.w * recomb
        if history is not None:
            res[1:] += self.w * (s * u[1:] + history)
        for k, shift in ((0, v / VT), (-1, 0.0)):
            res[0, k] = psi[k] - self.ends[k] - shift
            res[1, k] = n[k] / (NI * np.exp(self.ends[k])) - 1
            res[2, k] = p[k] / (NI * np.exp(-self.ends[k])) - 1
        return res

    def edge_derivatives(self, u):
        """Flux derivatives with respect to the left and right node."""
        psi, n, p = u
        h, d = self.h, np.diff(psi)
        a, b, da, db = bern(d), bern(-d), dbern(d), dbern(-d)
        left, right = np.zeros((3, 3, h.size)), np.zeros((3, 3, h.size))
        slope_n = -DN / h * (n[:-1] * db + n[1:] * da)
        slope_p = DP / h * (p[:-1] * da + p[1:] * db)
        for k, slope in enumerate((-LAM / h, slope_n, slope_p)):
            left[k, 0], right[k, 0] = -slope, slope
        left[1, 1], right[1, 1] = DN / h * b * n[:-1], -DN / h * a * n[1:]
        left[2, 2], right[2, 2] = DP / h * a * p[:-1], -DP / h * b * p[1:]
        return left, right

    def blocks(self, u, s=0.0):
        """Jacobian plus s times the storage matrix, as three block rows."""
        n, p = u[1:]
        left, right = self.edge_derivatives(u)
        kind = complex if isinstance(s, complex) else float
        lower, diag, upper = (np.zeros((3, 3, n.size), dtype=kind)
                              for _ in range(3))
        lower[:, :, 1:-1] = -left[:, :, :-1]
        diag[:, :, 1:-1] = left[:, :, 1:] - right[:, :, :-1]
        upper[:, :, 1:-1] = right[:, :, 1:]
        den = n + p + 2 * NI
        ratio = (n * p - NI**2) / den
        by_n = self.w * n * self.rate * (p - ratio) / den
        by_p = self.w * p * self.rate * (n - ratio) / den
        diag[0, 1] += self.w * n
        diag[0, 2] -= self.w * p
        diag[1, 1] += by_n + s * self.w * n
        diag[1, 2] += by_p
        diag[2, 1] += by_n
        diag[2, 2] += by_p + s * self.w * p
        for k in range(3):
            diag[k, k, 0] = diag[k, k, -1] = 1.0
        return lower, diag, upper

    def newton(self, u, v, s=0.0, history=None):
        for _ in range(50):
            step = block_solve(self.blocks(u, s),
                               -self.residual(u, v, s, history))
            u = u.copy()
            u[0] += step[0]
            u[1:] *= 1 + np.maximum(step[1:], -0.9)
            if np.abs(step).max() < 1e-7:
                return u
        raise RuntimeError("Newton iteration did not converge")

    def bias(self, v):
        """Steady state at bias v, reached in steps of at most 25 mV."""
        count = int(np.ceil(abs(v - self.v) / 0.025 - 1e-9))
        for value in np.linspace(self.v, v, count + 1)[1:]:
            self.u = self.newton(self.u, value)
        self.v = v
        return self.u

    def current(self, u):
        f = self.flux(u)
        return q * (f[2, -1] - f[1, -1])

    def ac_current(self, u, omega):
        """Total current phasor per volt on every mesh edge."""
        s = 1j * omega
        rhs = np.zeros(u.shape, dtype=complex)
        rhs[0, 0] = 1 / VT
        du = block_solve(self.blocks(u, s), rhs)
        left, right = self.edge_derivatives(u)
        df = (np.einsum('abe,be->ae', left, du[:, :-1])
              + np.einsum('abe,be->ae', right, du[:, 1:]))
        return q * (df[2] - df[1] + s * df[0])

    def admittance(self, u, omega):
        return self.ac_current(u, omega)[-1]


def transient_admittance(dev, u0, v0, omega, amp=1e-3, periods=4, steps=120):
    """Admittance from a nonlinear time-domain run (second-order BDF)."""
    dt = 2 * np.pi / (omega * steps)
    prev, older, times, currents = u0, u0, [], []
    for k in range(1, periods * steps + 1):
        t = k * dt
        history = (-2 * prev[1:] + 0.5 * older[1:]) / dt
        new = dev.newton(prev, v0 + amp * np.sin(omega * t), 1.5 / dt, history)
        psi_dot = (1.5 * new[0] - 2 * prev[0] + 0.5 * older[0]) / dt
        displacement = -q * LAM * (psi_dot[-1] - psi_dot[-2]) / dev.h[-1]
        times.append(t)
        currents.append(dev.current(new) + displacement)
        prev, older = new, prev
    t, j = np.array(times[-steps:]), np.array(currents[-steps:])
    return 2 * np.mean(j * np.exp(-1j * omega * t)) / (-1j * amp)


def analytic_conductances(v, rs, base_factor=1.0):
    """Hole and electron diffusion conductance at bias v with series Rs."""
    jp = q * NI**2 / ND * DP / LP * np.exp(v / VT)
    jn = q * NI**2 / NA * DN / LN * np.exp(v / VT)
    total = jp * base_factor + jn
    z = total * rs / VT
    reduction = lambertw(z).real / z
    return jp * reduction / VT, jn * reduction / VT


WP, WN = 6 * LN, 6 * LP
RS = WN / (q * MUN * ND) + WP / (q * MUP * NA)
diode = Diode(WP, WN)
scan = {}
for v in (0.35, 0.50, V0):
    state = diode.bias(v)
    scan[v] = diode.admittance(state, 0.0).real
u0 = state
dv = 1e-3
u_plus, u_minus = diode.bias(V0 + dv), diode.bias(V0 - dv)
du_dv = (u_plus - u_minus) / (2 * dv)
scan[0.75] = diode.admittance(diode.bias(0.75), 0.0).real

# Jacobian against complex-step differentiation of the residual
rng = np.random.default_rng(1)
vec = rng.normal(size=u0.shape)
uc = u0.astype(complex)
uc[0] += 1e-30j * vec[0]
uc[1:] *= 1 + 1e-30j * vec[1:]
direct = diode.residual(uc, V0).imag / 1e-30
low, mid, upp = diode.blocks(u0)
product = np.einsum('abm,bm->am', mid, vec)
product[:, 1:] += np.einsum('abm,bm->am', low[:, :, 1:], vec[:, :-1])
product[:, :-1] += np.einsum('abm,bm->am', upp[:, :, :-1], vec[:, 1:])
jac_error = np.max(np.abs(direct - product) / np.abs(mid).max(axis=1))
assert jac_error < 1e-6, jac_error

# total current is the same on every edge
profile = diode.ac_current(u0, 10 / TAU)
spread = np.max(np.abs(profile / profile[-1] - 1))
assert spread < 1e-5, spread

# zero-frequency limit against the slope of the steady current
slope = (diode.current(u_plus) - diode.current(u_minus)) / (2 * dv)
assert abs(slope / scan[V0] - 1) < 1e-3

# time-domain run against the complex linear solve
w_t = 3 / TAU
y_time = transient_admittance(diode, u0, V0, w_t)
y_freq = diode.admittance(u0, w_t)
time_error = abs(y_time / y_freq - 1)
assert time_error < 3e-3, time_error

# transition capacitance from steady states only
x, w, jn_node = diode.x, diode.w, diode.junction
vbi = VT * np.log(NA * ND / NI**2)
w_dep = np.sqrt(2 * EPS * (vbi - V0 - 2 * VT) / q * (1 / NA + 1 / ND))
x_n, x_p = w_dep * NA / (NA + ND), w_dep * ND / (NA + ND)
k1, k0 = np.searchsorted(x, 3e-5), np.searchsorted(x, -3e-5)
dpsi, dn, dp = du_dv
field_part = -LAM * (dpsi[jn_node + 1] - dpsi[jn_node]) / diode.h[jn_node]
sel_p = slice(jn_node + 1, k1 + 1)
sel_n = slice(k0, jn_node + 1)
hole_part = np.sum(w[sel_p] * (dp[sel_p] - dp[k1] * (x[sel_p] > x_n)))
elec_part = np.sum(w[sel_n] * (dn[sel_n] - dn[k0] * (x[sel_n] < -x_p)))
CT = q * (field_part + hole_part + elec_part)

# square-root law
gp, gn = analytic_conductances(V0, RS)
G0 = gp + gn
rows, worst, worst_terminal = [], 0.0, 0.0
for wt in (0.01, 0.1, 1.0, 10.0, 100.0):
    omega = wt / TAU
    y = diode.admittance(u0, omega)
    diffusion = (1 / (1 / y - RS) - 1j * omega * CT) / G0
    law = np.sqrt(1 + 1j * wt)
    yj = G0 * law + 1j * omega * CT
    worst = max(worst, abs(diffusion / law - 1))
    worst_terminal = max(worst_terminal, abs(y * (1 + RS * yj) / yj - 1))
    rows.append((wt, omega / (2 * np.pi) / 1e3, y, diffusion, law))
assert worst < 0.03, worst
assert worst_terminal < 0.03, worst_terminal

# stored charge against low-frequency diffusion capacitance
stored = q * (np.sum(w[k1 + 1:] * dp[k1 + 1:]) + np.sum(w[:k0] * dn[:k0]))
c_low = rows[0][3].imag * G0 / (0.01 / TAU)
assert abs(stored / (G0 * TAU) - 1) < 0.03
assert abs(c_low / (G0 * TAU / 2) - 1) < 0.03

# short base: coth law holds, long-base law fails
w_short = 0.5 * LP
rs_short = w_short / (q * MUN * ND) + WP / (q * MUP * NA)
short = Diode(WP, w_short)
us = short.bias(V0)
w_eff = w_short - x_n
gps, gns = analytic_conductances(V0, rs_short, 1 / np.tanh(w_eff / LP))
short_error, short_vs_long = 0.0, []
for wt in (0.1, 1.0, 10.0, 100.0):
    root = np.sqrt(1 + 1j * wt)
    ys = short.admittance(us, wt / TAU)
    yd = 1 / (1 / ys - rs_short) - 1j * wt / TAU * CT
    law = gps * root / np.tanh(w_eff * root / LP) + gns * root
    short_error = max(short_error, abs(yd / law - 1))
    short_vs_long.append(abs(yd / ((gps + gns) * root) - 1))
assert short_error < 0.03, short_error
assert short_vs_long[0] > 0.5

# bias window and its causes
ideal = {v: sum(analytic_conductances(v, 1e-12)) for v in scan}
ratio = {v: scan[v] / ideal[v] for v in scan}
quiet = Diode(WP, WN, dead=1.5e-5)
ratio_quiet = quiet.admittance(quiet.bias(0.35), 0.0).real / ideal[0.35]
g75 = sum(analytic_conductances(0.75, RS))
ratio_rs = g75 / (1 + RS * g75) / ideal[0.75]
assert ratio[0.35] > 1.2 and abs(ratio_quiet - 1) < 0.03
assert ratio[0.75] < 0.9 and abs(ratio[0.75] / ratio_rs - 1) < 0.10

# mesh convergence: every cell halved
fine = Diode(WP, WN, refine=True)
uf = fine.bias(V0)
mesh_shift = max(abs(diode.admittance(u0, wt / TAU)
                     / fine.admittance(uf, wt / TAU) - 1)
                 for wt in (0.01, 1.0, 100.0))
assert mesh_shift < 0.01, mesh_shift

# sizes of neglected effects (rough silicon coefficients)
injection = u0[2, k1] / ND
nv = 2 * (2 * np.pi * const.m_e * const.k * T / const.h**2) ** 1.5 * 1e-6
degeneracy = NA / (2**1.5 * nv)


def narrowing(doping):
    """Slotboom-de Graaff band-gap narrowing in eV."""
    a = np.log(doping / 1e17)
    return 0.009 * (a + np.sqrt(a * a + 0.5))


g_bgn = (gp * np.exp(narrowing(ND) / VT) + gn * np.exp(narrowing(NA) / VT)) / G0
binding = 4 * NA / nv * np.exp(0.045 / VT)
ionized = (-1 + np.sqrt(1 + 4 * binding)) / (2 * binding)
auger_tau = 1 / (1e-31 * NA**2)
peak_field = np.max(np.abs(np.diff(u0[0]) / diode.h)) * VT
j0 = diode.current(u0)
heating = j0 * V0 * (WP + WN) / 1.5
per_kelvin = 3 / T + (1.12 - V0) / (VT * T)
inertia = 100 / TAU * MUN * 1e-4 * 0.26 * const.m_e / q

print(f"T = {T:.0f} K, VT = {VT*1e3:.3f} mV, bias = {V0:.2f} V")
print(f"Na = {NA:.0e}, Nd = {ND:.0e}, ni = {NI:.0e} cm^-3")
print(f"mobility n, p = {MUN:.0f}, {MUP:.0f} cm2/Vs; tau = {TAU*1e6:.1f} us")
print(f"Dn, Dp = {DN:.2f}, {DP:.2f} cm2/s")
print(f"Ln, Lp = {LN*1e4:.2f}, {LP*1e4:.2f} um")
print(f"p-side, n-side length = {WP*1e4:.1f}, {WN*1e4:.1f} um")
print(f"mesh nodes = {x.size}, smallest cell = {diode.h.min()*1e7:.2f} nm")
print(f"Jacobian error (relative) = {jac_error:.1e}")
print(f"spread of total ac current over edges = {spread:.1e}")
print(f"bias current = {j0*1e3:.3f} mA/cm2")
print(f"dJ/dV from steady states = {slope:.5f} S/cm2")
print(f"Y at zero frequency = {scan[V0]:.5f} S/cm2")
print(f"time domain, omega*tau=3: Y = {y_time:.4f} S/cm2")
print(f"linear solve, omega*tau=3: Y = {y_freq:.4f} S/cm2")
print(f"relative difference = {time_error:.1e}")
print(f"analytic Gp, Gn, G0 = {gp:.4f}, {gn:.4f}, {G0:.4f} S/cm2")
print(f"series resistance Rs = {RS*1e3:.3f} mOhm cm2")
print(f"built-in voltage = {vbi:.3f} V, depletion width = {w_dep*1e7:.1f} nm")
print(f"CT from steady states = {CT*1e9:.1f} nF/cm2")
print(f"CT parts field, holes, electrons = {q*field_part*1e9:.1f}, "
      f"{q*hole_part*1e9:.1f}, {q*elec_part*1e9:.1f} nF/cm2")
print(f"eps/depletion width = {EPS/w_dep*1e9:.1f} nF/cm2")
print("omega*tau, f (kHz), Y (S/cm2), Ydiff/G0, sqrt(1+i omega tau)")
for wt, f, y, d, law in rows:
    print(f"{wt:6.2f} {f:10.3f}  {y:.4f}  {d:.4f}  {law:.4f}")
print(f"phase of Ydiff at omega*tau=100 = {np.degrees(np.angle(rows[-1][3])):.2f} deg")
print(f"largest deviation of Ydiff from law = {worst*100:.2f} %")
print(f"largest deviation of terminal Y = {worst_terminal*100:.2f} %")
print(f"stored charge slope = {stored*1e9:.1f} nF/cm2; G0*tau = {G0*TAU*1e9:.1f}")
print(f"low-frequency diffusion capacitance = {c_low*1e9:.1f} nF/cm2")
print(f"short base {w_short*1e4:.2f} um: deviation from coth law = {short_error*100:.2f} %")
print("short base: deviation from long law at omega*tau=0.1,1,10,100 = "
      + ", ".join(f"{e*100:.1f}" for e in short_vs_long) + " %")
for v in scan:
    print(f"V = {v:.2f} V: G/G_ideal = {ratio[v]:.4f}")
print(f"0.35 V, no recombination within 150 nm: G/G_ideal = {ratio_quiet:.4f}")
print(f"0.75 V, ratio predicted from Rs alone = {ratio_rs:.4f}")
print(f"mesh halving shifts Y by at most {mesh_shift*100:.3f} %")
print(f"neglected: injection level p/Nd = {injection:.2e} (in the model)")
print(f"neglected: degeneracy correction in emitter = {degeneracy*100:.1f} %")
print(f"neglected: band-gap narrowing multiplies G0 by {g_bgn:.2f}")
print(f"neglected: ionized fraction, isolated acceptors = {ionized:.2f}")
print(f"neglected: Auger lifetime in emitter = {auger_tau*1e6:.0f} us")
print(f"peak field = {peak_field*1e-6:.3f} MV/cm (breakdown roughly 0.5)")
print(f"neglected: self-heating = {heating*1e3:.2f} mK")
print(f"temperature sensitivity of G0 = {per_kelvin*100:.1f} %/K")
print(f"neglected: omega * momentum relaxation time = {inertia:.1e}")
print("verified")
```

It prints:

```
T = 300 K, VT = 25.852 mV, bias = 0.65 V
Na = 1e+18, Nd = 1e+17, ni = 1e+10 cm^-3
mobility n, p = 800, 320 cm2/Vs; tau = 1.0 us
Dn, Dp = 20.68, 8.27 cm2/s
Ln, Lp = 45.48, 28.76 um
p-side, n-side length = 272.9, 172.6 um
mesh nodes = 383, smallest cell = 0.96 nm
Jacobian error (relative) = 1.3e-14
spread of total ac current over edges = 6.9e-08
bias current = 44.640 mA/cm2
dJ/dV from steady states = 1.71407 S/cm2
Y at zero frequency = 1.71365 S/cm2
time domain, omega*tau=3: Y = 2.4766+2.3933j S/cm2
linear solve, omega*tau=3: Y = 2.4753+2.3914j S/cm2
relative difference = 6.7e-04
analytic Gp, Gn, G0 = 1.4763, 0.2334, 1.7097 S/cm2
series resistance Rs = 1.879 mOhm cm2
built-in voltage = 0.893 V, depletion width = 52.2 nm
CT from steady states = 211.5 nF/cm2
CT parts field, holes, electrons = 147.2, 64.2, 0.1 nF/cm2
eps/depletion width = 198.6 nF/cm2
omega*tau, f (kHz), Y (S/cm2), Ydiff/G0, sqrt(1+i omega tau)
  0.01      1.592  1.7137+0.0106j  1.0056+0.0050j  1.0000+0.0050j
  0.10     15.915  1.7158+0.1059j  1.0068+0.0500j  1.0012+0.0499j
  1.00    159.155  1.8831+0.9832j  1.1043+0.4554j  1.0987+0.4551j
 10.00   1591.549  4.0587+5.6702j  2.3561+2.1303j  2.3505+2.1272j
100.00  15915.494  13.8185+31.6482j  7.1114+7.0686j  7.1065+7.0358j
phase of Ydiff at omega*tau=100 = 44.83 deg
largest deviation of Ydiff from law = 0.56 %
largest deviation of terminal Y = 0.55 %
stored charge slope = 1680.7 nF/cm2; G0*tau = 1709.7
low-frequency diffusion capacitance = 855.4 nF/cm2
short base 14.38 um: deviation from coth law = 0.33 %
short base: deviation from long law at omega*tau=0.1,1,10,100 = 101.2, 81.3, 15.7, 0.4 %
V = 0.35 V: G/G_ideal = 1.9271
V = 0.50 V: G/G_ideal = 1.0672
V = 0.65 V: G/G_ideal = 0.9991
V = 0.75 V: G/G_ideal = 0.7584
0.35 V, no recombination within 150 nm: G/G_ideal = 0.9982
0.75 V, ratio predicted from Rs alone = 0.7701
mesh halving shifts Y by at most 0.011 %
neglected: injection level p/Nd = 8.20e-04 (in the model)
neglected: degeneracy correction in emitter = 1.4 %
neglected: band-gap narrowing multiplies G0 by 1.81
neglected: ionized fraction, isolated acceptors = 0.63
neglected: Auger lifetime in emitter = 10 us
peak field = 0.081 MV/cm (breakdown roughly 0.5)
neglected: self-heating = 0.86 mK
temperature sensitivity of G0 = 7.1 %/K
neglected: omega * momentum relaxation time = 1.2e-05
verified
```
